# Fast Neutrals from Charge Exchange in a Uniform-Field Sheath, part 1

(Sections cited here and not found follow in the second part.)

## First half: number and energy spectrum of the neutrals

A plasma faces a negatively biased plane wall. Between them lies a sheath of width $s$, which positive ions enter at $x=0$ and leave at the wall, $x=s$. The voltage across the sheath has magnitude $V$, and the field has the constant magnitude $E=V/s$ and points toward the wall. The ions carry charge $+e$, with $e>0$, so the force on them is $+eE$ in the direction of increasing $x$. These expressions read the same in Gaussian units as in SI. The largest energy an ion can gain is written
$$W_m=eV=eEs ,$$
so that the product $eV$ is not confused with the unit eV.

On its way an ion can take an electron from an atom of the background gas. In this symmetric charge exchange the moving ion becomes a moving neutral, and the atom becomes a slow ion. The following model is used.

1. Ions enter at rest.
2. An ion that advances by $dx$ undergoes charge exchange with probability $dx/\lambda$. The mean free path $\lambda$ depends neither on position nor on ion energy.
3. The new neutral keeps the full energy and direction of the old ion. The new ion starts at rest.
4. Neutrals fly to the wall without further collisions.
5. There is no ionization in the sheath and no other scattering. The flow is steady and one-dimensional.

Assumption 2 requires a uniform gas and a cross section independent of energy. Assumption 3 neglects the thermal motion of the gas and the small momentum passed on in a distant encounter. "Fast neutral" here means any neutral made by charge exchange, including one made just after its parent ion has started and therefore carrying little energy.

### (a) How many neutrals reach the wall, on average, for each ion entering the sheath?

**Solution.** Let $\Gamma_i(x)$ be the ion flux, the number of ions crossing unit area of the plane $x$ per unit time. A charge exchange removes one ion from this flow and supplies another at the same place. The new ion starts at rest but is then accelerated toward the wall, so it crosses every later plane unless it is replaced in turn. In steady flow, therefore,
$$\frac{d\Gamma_i}{dx}=0,\qquad \Gamma_i(x)=\Gamma_0 .$$

Each ion crossing a layer of thickness $dx$ makes a neutral with probability $dx/\lambda$. The neutral flux $\Gamma_n$ grows accordingly:
$$\frac{d\Gamma_n}{dx}=\frac{\Gamma_0}{\lambda},\qquad \Gamma_n(0)=0 .$$
Integration from $0$ to $s$ gives
$$\boxed{\frac{\Gamma_n(s)}{\Gamma_0}=\frac{s}{\lambda}\equiv a .}$$

Because the ion flux is constant, $a$ is the number of neutrals per ion entering the sheath and also per ion striking the wall. It can exceed one without creating charge: one entering ion starts a chain of successive ions, and each link but the last leaves a neutral behind.

The field did not appear in this argument. It fixes the energies but not the number, as long as $\lambda$ is constant and the ions always move toward the wall.

### (b) The number $a$ is an average. What is the distribution of the number of neutrals made by a single chain?

**Solution.** Let $P_k(x)$ be the probability that the chain started by one entering ion has made $k$ neutrals by the time it reaches $x$. In the next layer $dx$ the number rises from $k$ to $k+1$ with probability $dx/\lambda$, whatever happened earlier. Gain from $k-1$ and loss to $k+1$ give
$$\frac{dP_k}{dx}=\frac{P_{k-1}-P_k}{\lambda},\qquad P_{-1}=0,\quad P_0(0)=1,\quad P_{k>0}(0)=0 .$$

For $k=0$ the solution is $P_0=e^{-x/\lambda}$. To remove the loss term for the others, write $P_k=e^{-x/\lambda}q_k$. Then
$$\frac{dP_k}{dx}=e^{-x/\lambda}\left(\frac{dq_k}{dx}-\frac{q_k}{\lambda}\right),$$
and the equation becomes $dq_k/dx=q_{k-1}/\lambda$. Starting from $q_0=1$ and using $q_k(0)=0$, repeated integration gives $q_1=x/\lambda$, $q_2=(x/\lambda)^2/2$, and in general $q_k=(x/\lambda)^k/k!$. At the wall
$$P_k(s)=\frac{a^k}{k!}\,e^{-a}.$$

This is the Poisson distribution. Its mean confirms part (a):
$$\sum_{k=0}^{\infty}kP_k=e^{-a}\,a\sum_{k=1}^{\infty}\frac{a^{k-1}}{(k-1)!}=e^{-a}\,a\,e^{a}=a .$$
A fraction $P_0=e^{-a}$ of the entering ions make no neutral at all. They are the ions that cross the whole sheath and strike with the full energy $W_m$.

### (c) What energies do the ions have as they cross a plane $x$?

**Solution.** Let $\xi$ be the distance an ion has travelled since it last started from rest. The work done by the field gives its energy,
$$W=eE\xi .$$
It is therefore enough to find the distribution of $\xi$.

The probability $S(\xi)$ that an ion travels a distance $\xi$ without charge exchange obeys $dS/d\xi=-S/\lambda$ with $S(0)=1$. Hence $S=e^{-\xi/\lambda}$.

The ions crossing $x$ are of two kinds. Some started inside the sheath, in a layer $d\xi$ at $x-\xi$. By the constancy of the ion flux, the probability per chain of a start in that layer is $d\xi/\lambda$, and the new ion survives to $x$ with probability $e^{-\xi/\lambda}$. The others entered at $x=0$ and have never exchanged charge. They all have $\xi=x$ and make up a fraction $e^{-x/\lambda}$. The distribution among ions crossing the plane is thus
$$g(\xi;x)=\frac{1}{\lambda}e^{-\xi/\lambda}\quad(0<\xi<x),\qquad\text{plus a weight } e^{-x/\lambda}\text{ at }\xi=x .$$

It is normalized:
$$\int_0^x\frac{d\xi}{\lambda}e^{-\xi/\lambda}+e^{-x/\lambda}=\left(1-e^{-x/\lambda}\right)+e^{-x/\lambda}=1 .$$

This distribution counts ions as they cross the plane. It is not the distribution of ions present in a volume at one instant, in which slow ions weigh more because they stay longer. The crossing distribution is the one needed here, because the exchange probability is given per unit path and each crossing ion counts once.

At the wall $x=s$. Define the energy gained over one mean free path,
$$W_\lambda=eE\lambda=\frac{W_m}{a}.$$
Then $\xi/\lambda=W/W_\lambda$, and the fraction of ions striking with energy above $W$ is
$$F_i(>W)=\int_{W/W_\lambda}^{a}e^{-t}\,dt+e^{-a}=e^{-W/W_\lambda},\qquad 0\le W<W_m .$$
The integral contributes $e^{-W/W_\lambda}-e^{-a}$, and the uncollided ions restore the missing $e^{-a}$.

### (d) What is the energy spectrum of the neutrals at the wall?

**Solution.** A neutral made at $x$ has the energy its parent ion had there and keeps it to the wall. The chance of charge exchange is the same for all ion energies, so the ions that react in $dx$ are a fair sample of those that cross it. The number of neutrals per entering ion made in $dx$ with flight length in $d\xi$ is therefore $(dx/\lambda)\,g(\xi;x)\,d\xi$. This must be summed over all $x$.

Take first the parents that started inside the sheath. A flight of length $\xi$ can end at $x$ if $x>\xi$, so $x$ runs from $\xi$ to $s$:
$$\left(\frac{dN}{d\xi}\right)_1=\int_\xi^s\frac{dx}{\lambda}\,\frac{e^{-\xi/\lambda}}{\lambda}=\frac{s-\xi}{\lambda^2}\,e^{-\xi/\lambda}.$$

Now take the parents that entered from the plasma. Their flight length equals their position, so a flight length in $d\xi$ means an exchange in the layer $dx=d\xi$ at $x=\xi$. The ion reaches that layer with probability $e^{-\xi/\lambda}$ and reacts in it with probability $d\xi/\lambda$:
$$\left(\frac{dN}{d\xi}\right)_2=\frac{1}{\lambda}\,e^{-\xi/\lambda}.$$

The sum is
$$\frac{dN}{d\xi}=\frac{1}{\lambda}e^{-\xi/\lambda}\left(1+\frac{s-\xi}{\lambda}\right),\qquad 0<\xi<s .$$

To pass to energy, use $dN/dW=(dN/d\xi)(d\xi/dW)$ with $d\xi/dW=1/(eE)$. The prefactor becomes $1/(eE\lambda)=1/W_\lambda$. Also $\xi/\lambda=W/W_\lambda$ and $(s-\xi)/\lambda=(W_m-W)/W_\lambda$. Hence
$$\boxed{\frac{dN}{dW}=\frac{1}{W_\lambda}\,e^{-W/W_\lambda}\left(1+\frac{W_m-W}{W_\lambda}\right),\qquad 0<W<W_m .}$$

The spectrum is zero above $W_m$. It is normalized to the number of neutrals per entering ion, not to one. The exponential is the chance of a long enough free flight. The bracket counts the places where such a flight can begin: the plasma edge gives the 1, and the interior gives the second term, which shrinks because a long flight must begin far from the wall.

The spectrum falls steadily. With $u=W/W_\lambda$,
$$\frac{d}{du}\left[e^{-u}(1+a-u)\right]=-e^{-u}(2+a-u)<0\qquad(0\le u\le a).$$
At the upper end it does not fall to zero but stops at the value $e^{-a}/W_\lambda$. These last neutrals come from ions that crossed nearly the whole sheath before exchanging charge close to the wall.

### (e) How many neutrals arrive with energy above $W$? Verify the result of part (a) from the spectrum.

**Solution.** In the variable $t=W'/W_\lambda$, with $u=W/W_\lambda$,
$$N(>W)=\int_u^a e^{-t}(1+a-t)\,dt .$$
The integrand is a total derivative, since
$$\frac{d}{dt}\left[-(a-t)e^{-t}\right]=e^{-t}+(a-t)e^{-t}.$$
The upper limit contributes zero and the lower one $+(a-u)e^{-u}$. Therefore
$$\boxed{N(>W)=\frac{W_m-W}{W_\lambda}\,e^{-W/W_\lambda}.}$$

At $W=0$ this is $W_m/W_\lambda=a=s/\lambda$, in agreement with part (a).

The formula can also be read off directly. A neutral has energy above $W$ if its parent flew farther than $\xi=W/(eE)$. The exchange must then lie in the stretch from $\xi$ to $s$, where the mean number of exchanges is $(s-\xi)/\lambda$. In addition there must have been no exchange in the length $\xi$ just before it, which has probability $e^{-\xi/\lambda}$. Exchanges in separate stretches are independent, so the two factors multiply.

### (f) Test the spectrum by following the ion population in small steps. How large should the error of such a calculation be?

**Solution.** Divide the sheath into $M$ steps of length $h=a/M$, measured in units of $\lambda$. Advance every ion by one step, then let a fraction $p=1-e^{-h}$ of them exchange charge and start again from rest. Record the flight length of each neutral. This uses the collision rule but not the formula of part (d).

The step error can be predicted. For a flight longer than $K$ steps, the exchange must occur at the end of one of the last $M-K$ steps, with no exchange at the $K$ preceding step ends. The discrete count is $(M-K)\,p\,e^{-Kh}$, whereas the continuous result is $(M-K)\,h\,e^{-Kh}$. Their ratio is
$$\frac{p}{h}=1-\frac h2+\frac{h^2}{6}-\dots$$

Halving the step gives $1-h/4+h^2/24-\dots$. Twice the fine result minus the coarse one cancels the first-order term and leaves $1-h^2/12$ to second order.

The calculation was done for $a=0.3$, $2.414$ and $8$, with 1000 and 2000 steps. The two results for $N(>W)$ were combined as twice the fine one minus the coarse one, and this combination was compared with the formula at $W/W_m=0$, $0.1$, $0.25$, $0.5$ and $0.75$. The largest relative difference from the formula was $5.3\times10^{-6}$. The predicted error is largest for $a=8$, where $h=0.008$ and $h^2/12=5.3\times10^{-6}$. The remaining difference is thus the error of the finite step.

## Second half: energy balance, an example and the limits of the model

The symbols carried over are the sheath width $s$, the exchange mean free path $\lambda$, their ratio $a=s/\lambda$, the full energy $W_m=eV$ and the energy per mean free path $W_\lambda=W_m/a$. Per entering ion, the neutrals at the wall obey
$$\frac{dN}{dW}=\frac{e^{-W/W_\lambda}}{W_\lambda}\left(1+\frac{W_m-W}{W_\lambda}\right),\qquad N(>W)=\frac{W_m-W}{W_\lambda}e^{-W/W_\lambda},$$
and their total number is $a$. The fraction of ions striking with energy above $W$ is $e^{-W/W_\lambda}$ for $W<W_m$, including a fraction $e^{-a}$ that arrives with exactly $W_m$.

### (g) How is the energy $W_m$ divided between neutrals and ions?

**Solution.** The energy carried by the neutrals is $\int W\,(dN/dW)\,dW$. Since $dN/dW=-dN(>W)/dW$, integration by parts gives
$$Q_n=-\Big[W\,N(>W)\Big]_0^{W_m}+\int_0^{W_m}N(>W)\,dW .$$
The boundary term vanishes: $W=0$ at the lower end and $N(>W_m)=0$ at the upper. With $u=W/W_\lambda$,
$$Q_n=W_\lambda\int_0^a(a-u)e^{-u}du=W_\lambda\left\{\Big[-(a-u)e^{-u}\Big]_0^a-\int_0^ae^{-u}du\right\}=W_\lambda\left(a-1+e^{-a}\right).$$

For the ions the same integration by parts applies to the fraction above $W$. The group at $W_m$ is included because that fraction stays at $e^{-a}$ right up to $W_m$:
$$Q_i=\int_0^{W_m}e^{-W/W_\lambda}dW=W_\lambda\left(1-e^{-a}\right).$$

The sum is $Q_n+Q_i=W_\lambda a=W_m$. This must be so: the free flights of one chain fill the sheath without gaps, so the field does the total work $eEs$, and each flight delivers its share to the wall through a neutral or through the last ion.

### (h) What happens in a thin sheath and in a thick one? At what energies do neutrals outnumber ions?

The model has now given the number of neutrals per entering ion, their energy spectrum, and the division of the energy $W_m$ between neutrals and ions. What remains is to answer question (h) on thin and thick sheaths, work through a numerical example, and examine the limits of the model.
